# A One-Pole Estimate of the Dispersion Coefficient of Hydrogen

## Problem

Two hydrogen atoms in their ground states are a large distance $R$ apart. Their attraction has the form $E=-C_6/R^6$. Suppose that only two facts about the dipole response of the atom are known: its static polarizability $\alpha$ and its number of electrons $N$.

(a) Express $C_6$ through the polarizability at imaginary frequency.

(b) Replace that polarizability by a single pole fitted to the two known facts, and find $C_6$.

(c) Evaluate the result for hydrogen. Decide, without knowing the true $C_6$, whether the estimate is too high or too low.

(d) Find what causes the error, and reduce it.

Atomic units are used: energies and frequencies in hartree, lengths in bohr, $C_6$ in hartree bohr$^6$. The nuclei are fixed and the electrons nonrelativistic. The distance is large enough for the electron clouds not to overlap and for the dipole term to dominate the higher multipoles, but small enough for the Coulomb interaction to count as instantaneous.

## Solution

### The response of one atom

Let $D=\sum_i z_i$ be the sum of the electrons' $z$ coordinates. The electron charge is $-1$, so the dipole moment is $-\langle D\rangle$, and a field $F\cos\omega t$ along $z$ adds $FD\cos\omega t$ to the Hamiltonian $H$. Write the perturbed state as

$$e^{-iE_0t}\left(|0\rangle+|x_+\rangle e^{-i\omega t}+|x_-\rangle e^{i\omega t}\right).$$

Collecting the terms of first order in $F$ with equal time dependence in the Schrödinger equation gives

$$(H-E_0\mp\omega)|x_\pm\rangle=-\tfrac12 F D|0\rangle .$$

Expand in the excited states $|n\rangle$, with $\omega_n=E_n-E_0$ and $D_n=\langle n|D|0\rangle$. The atom is spherical, so $\langle 0|D|0\rangle=0$ and the ground state does not appear. The dipole moment is

$$-2\,\mathrm{Re}\left[\langle0|D|x_+\rangle e^{-i\omega t}+\langle0|D|x_-\rangle e^{i\omega t}\right]
=F\cos\omega t\sum_n|D_n|^2\left[\frac1{\omega_n-\omega}+\frac1{\omega_n+\omega}\right].$$

The factor of $F\cos\omega t$ is the polarizability. The bracket equals $2\omega_n/(\omega_n^2-\omega^2)$. Setting $\omega=iu$ with real $u$ gives

$$\alpha(iu)=\sum_n\frac{f_n}{\omega_n^2+u^2},\qquad f_n=2\omega_n|D_n|^2\ge0 .\tag{1}$$

The sum includes an integral over the continuum. On the imaginary axis there are no resonances, and $\alpha(iu)$ falls smoothly from its static value $\alpha=\alpha(0)$.

In density functional perturbation theory the same response comes from first-order equations for the orbitals, in which the applied field is joined by the induced Hartree and exchange-correlation potentials. For a single electron these two cancel in the exact theory, because an electron does not repel itself. Hydrogen therefore needs only the bare equation

$$(h-\varepsilon_0+iu)|x\rangle=z|0\rangle,\qquad \alpha(iu)=2\,\mathrm{Re}\,\langle0|z|x\rangle ,\tag{2}$$

which agrees with (1), since $2\,\mathrm{Re}\,(\omega_n+iu)^{-1}=2\omega_n/(\omega_n^2+u^2)$. An approximate functional may leave part of the self-interaction in place and so change the response.

### The two known facts

The first is the static value, $\sum_n f_n/\omega_n^2=\alpha$. For hydrogen it follows in closed form. At $u=0$, equation (2) is solved by $|x\rangle=g|0\rangle$ with $g=z+\tfrac12rz$. To check this, use $\psi_0\propto e^{-r}$, so that $\nabla\psi_0=-\hat{\mathbf r}\psi_0$ and

$$(h-\varepsilon_0)g\psi_0=\left(-\tfrac12\nabla^2g+\frac{\partial g}{\partial r}\right)\psi_0 .$$

Here $\nabla^2z=0$ and $\nabla^2(rz)=4z/r$, so the first term is $-z/r$. The second is $z/r+z$. The sum is $z$, as required. Then

$$\alpha=2\langle z^2\rangle+\langle rz^2\rangle=\tfrac23\langle r^2\rangle+\tfrac13\langle r^3\rangle=\tfrac23\cdot3+\tfrac13\cdot\tfrac{15}{2}=\tfrac92 .$$

The second fact is the f-sum rule. Writing out the double commutator gives

$$\langle0|[D,[H,D]]|0\rangle=2\langle0|D(H-E_0)D|0\rangle=\sum_nf_n .$$

The Coulomb potentials commute with $D$, so only the kinetic energy contributes. For each electron $[p_z^2/2,z]=-ip_z$ and $[z,-ip_z]=1$; different electrons commute. Hence $\sum_nf_n=N$.

This sum governs high frequencies. In $u^2\alpha(iu)=\sum_nf_n\,u^2/(\omega_n^2+u^2)$ each term rises towards $f_n$ as $u$ grows, so $u^2\alpha(iu)\to N$. Physically, an electron shaken much faster than its own motion responds as if it were free. A solution of (2) on a radial grid gives $u^2\alpha(iu)=0.9996$ at $u=50$ hartree.

### (a) From the response to $C_6$

Put the atoms $A$ and $B$ on the $z$ axis. The leading interaction of two neutral atoms is that between their dipoles,

$$V=\frac{X_AX_B+Y_AY_B-2Z_AZ_B}{R^3},$$

where capitals denote sums of electron coordinates, each measured from its own nucleus. The two negative charges multiply to a positive sign. The first-order energy vanishes because neither atom has a permanent dipole. For the same reason both atoms must be excited in second order:

$$E=-\sum_{n,m}\frac{|\langle nm|V|00\rangle|^2}{\omega_n+\omega_m}.$$

In a spherical atom $X$, $Y$ and $Z$ lead from the ground state to three mutually orthogonal sets of states with equal energies and strengths. There are no cross terms, and the squared coefficients add to $1+1+4=6$. With $n$ and $m$ now running over the states reached by $Z$,

$$C_6=6\sum_{n,m}\frac{|D_n|^2|D_m|^2}{\omega_n+\omega_m}.\tag{3}$$

The denominator ties the two atoms together. An integral separates them. For $a\ne b$, partial fractions give

$$\int_0^\infty\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac1{b^2-a^2}\cdot\frac\pi2\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)},\tag{4}$$

and the case $a=b$ follows by continuity. Thus $1/(a+b)$ is $2ab/\pi$ times the integral. Inserting this in (3) with $a=\omega_n$, $b=\omega_m$, and using $\omega_n|D_n|^2=f_n/2$, gives

$$C_6=6\cdot\frac2\pi\int_0^\infty\left[\frac{\alpha(iu)}2\right]^2du=\frac3\pi\int_0^\infty\alpha(iu)^2\,du .\tag{5}$$

### (b) One pole

Try $\alpha_1(iu)=A/(w^2+u^2)$. The high-frequency limit requires $A=N$, and the static limit requires $A/w^2=\alpha$. Both constants are fixed:

$$\alpha_1(iu)=\frac{\alpha}{1+u^2/w^2},\qquad w=\sqrt{N/\alpha}.\tag{6}$$

For the integral in (5) substitute $u=w\tan\theta$, so that $du=w\,d\theta/\cos^2\theta$ and $(1+u^2/w^2)^{-2}=\cos^4\theta$:

$$\int_0^\infty\frac{du}{(1+u^2/w^2)^2}=w\int_0^{\pi/2}\cos^2\theta\,d\theta=\frac{\pi w}4 .$$

Therefore

$$C_6\approx\frac34\alpha^2w=\frac34\sqrt N\,\alpha^{3/2}.\tag{7}$$

The form $\tfrac34\alpha^2w$ is London's formula. Taking $w$ from the f-sum rule turns it into the Slater–Kirkwood formula; a different choice for $w$ is the ionization energy, which is tested below.

The factor $\tfrac34$ has a mechanical meaning. An isotropic oscillator of unit mass, squared charge $N$ and frequency $w$ has exactly the response (6). Couple two of them. Along each axis the potential energy is

$$\tfrac12w^2(s_A^2+s_B^2)+\frac{cN}{R^3}s_As_B,\qquad c=1,\,1,\,-2 .$$

Since $N=w^2\alpha$, the sum and difference coordinates have frequencies $w\sqrt{1\pm\epsilon}$ with $\epsilon=c\alpha/R^3$. The change of zero-point energy for that axis is

$$\frac w2\left(\sqrt{1+\epsilon}+\sqrt{1-\epsilon}\right)-w=-\frac{w\epsilon^2}8+O(\epsilon^4).$$

The terms linear in $\epsilon$ cancel. Adding the axes gives $-\tfrac68w\alpha^2/R^6$, which is (7) again. One mode stiffens and the other softens, and the softening lowers the zero-point energy by slightly more than the stiffening raises it.

### (c) Hydrogen, and the sign of the error

With $\alpha=4.5$ and $N=1$,

$$w=\sqrt{1/4.5}=0.4714,\qquad C_6\approx0.75\times4.5^2\times0.4714=7.16 ,$$

or $4.28$ eV Å$^6$.

The sign of the error follows from (1) and the two fitted conditions. Let $x_n=\omega_n^2$ and define weights $p_n=f_n/(\alpha x_n)$. They are not negative, and they sum to one by the static condition. Their mean of $x$ is $\sum_np_nx_n=N/\alpha=w^2$. In these terms

$$\alpha(iu)=\alpha\sum_np_n\,g(x_n),\qquad g(x)=\frac{x}{x+u^2}.$$

For $u>0$ the derivatives are

$$g'(x)=\frac{u^2}{(x+u^2)^2}>0,\qquad g''(x)=-\frac{2u^2}{(x+u^2)^3}<0 .$$

Since $g$ is concave, it lies below its tangent at $x=w^2$:

$$g(x)\le g(w^2)+g'(w^2)(x-w^2).$$

Averaged with the weights $p_n$, the last term vanishes, and so $\alpha(iu)\le\alpha\,g(w^2)=\alpha_1(iu)$. The one-pole response is nowhere too small, and by (5) the estimate (7) is an upper bound.

Because $g$ also increases with $x$, replacing every $x_n$ by the smallest one gives a lower bound. With $\omega_{\min}$ the lowest dipole transition frequency,

$$\tfrac34\alpha^2\omega_{\min}\le C_6\le\tfrac34\alpha^2\sqrt{N/\alpha}.\tag{8}$$

For hydrogen $\omega_{\min}$ belongs to 1s–2p and equals $\tfrac12(1-\tfrac14)=0.375$, so $C_6$ lies between $5.70$ and $7.16$.

A numerical solution of (2) in a basis of 20 Laguerre functions gives the reference value $C_6=6.499$, or $3.88$ eV Å$^6$. Twelve functions give the same digits, and so does a direct second-order calculation for the pair. The reference leaves out relativity, nuclear motion and retardation. The finite proton mass alone, which scales $C_6$ as the inverse fifth power of the reduced mass, would raise it by about $0.018$, to $6.517$. The one-pole estimate exceeds it by $10.2$ percent.

### (d) The cause, and a better estimate

The two responses compare as follows.

| $u$ (hartree) | $\alpha(iu)$ (bohr$^3$) | $\alpha_1(iu)$ (bohr$^3$) | $\alpha_1/\alpha$ |
|---|---|---|---|
| 0 | 4.500 | 4.500 | 1.000 |
| 0.25 | 3.313 | 3.512 | 1.060 |
| 0.5 | 1.905 | 2.118 | 1.111 |
| 1 | 0.742 | 0.818 | 1.102 |
| 2 | 0.224 | 0.237 | 1.055 |
| 5 | 0.039 | 0.040 | 1.016 |

The ratio is one at $u=0$ and returns to one at large $u$, because the fit fixes both ends. The excess lies between them. By (5), the relative excess of $C_6$ is the average of $(\alpha_1/\alpha)^2-1$ with weight $\alpha(iu)^2$. At $u=0.5$ this quantity is about 24 percent, but the weight there has dropped to 18 percent of its static value. The average is therefore well below the largest local error.

The tangent inequality becomes an equality when all the strength sits at one frequency. Hydrogen's does not: it is spread over the 2p line, higher lines and the continuum. If this spread is the cause, treating part of it explicitly should reduce the error.

Take the 2p line out of the sum. With radial functions $2e^{-r}$ and $re^{-r/2}/(2\sqrt6)$, and the angular factor $1/\sqrt3$,

$$D_{2p}=\frac1{\sqrt3}\cdot\frac1{\sqrt6}\int_0^\infty r^4e^{-3r/2}dr=\frac{24}{\sqrt{18}}\left(\frac23\right)^5=\frac{2^{15/2}}{3^5}.$$

Hence $f_{2p}=2\cdot\tfrac38\cdot2^{15}/3^{10}=2^{13}/3^9=0.4162$. The line supplies

$$\alpha_a=\frac{0.4162}{0.375^2}=2.960,$$

which is 66 percent of the polarizability from 42 percent of the oscillator strength. The division by $\omega_n^2$ favours low transitions. What remains is $f=0.5838$ and $\alpha_b=1.540$. One pole fitted to this remainder lies at

$$w_b=\sqrt{0.5838/1.540}=0.616 .$$

For a sum of poles $\alpha_iw_i^2/(w_i^2+u^2)$, equations (4) and (5) give

$$C_6=\frac3\pi\sum_{i,j}\alpha_i\alpha_jw_i^2w_j^2\,\frac{\pi}{2w_iw_j(w_i+w_j)}=\frac32\sum_{i,j}\alpha_i\alpha_j\frac{w_iw_j}{w_i+w_j}.\tag{9}$$

The term with $i=j$ is $\tfrac34\alpha_i^2w_i$, as it must be. With $w_a=0.375$,

$$C_6\approx\tfrac34\alpha_a^2w_a+3\alpha_a\alpha_b\frac{w_aw_b}{w_a+w_b}+\tfrac34\alpha_b^2w_b=2.46+3.19+1.10=6.75 .$$

The excess falls from $10.2$ to $3.8$ percent of the reference, which supports the explanation. The new value is still an upper bound, since the tangent argument applies to the remainder by itself. It cannot exceed the first estimate either, because merging the two poles into one with the same $\alpha$ and $N$ can only raise the response.

### Table of cases

| Response used | Pole (hartree) | $C_6$ | Deviation from reference |
|---|---|---|---|
| all at 1s–2p (lower bound) | 0.375 | 5.70 | −12.4 % |
| f-sum pole (upper bound) | 0.471 | 7.16 | +10.2 % |
| ionization energy | 0.500 | 7.59 | +16.8 % |
| 2p line and one pole (upper bound) | 0.375, 0.616 | 6.75 | +3.8 % |
| full response (reference) | none | 6.50 | 0 |

The first three rows share the same $\alpha$, so $C_6$ is simply proportional to the pole frequency. A single pole would reproduce the reference at $4C_6/(3\alpha^2)=0.428$ hartree, between the two bounding frequencies.

The ionization energy does worse here because it lies above the f-sum pole, which is itself already too high. It also overshoots the f-sum rule: the tail of its response is $\alpha w^2/u^2$ with $\alpha w^2=4.5\times0.25=1.125$, as if the atom had 1.125 electrons. Nothing in the derivation orders the ionization energy relative to $\sqrt{N/\alpha}$ for other atoms, so that choice carries no general bound.

### When the estimate fails

For atoms with a core, the upper bound can be far too high. Consider $N_v$ valence electrons with polarizability $\alpha_v$ and pole $w_v=\sqrt{N_v/\alpha_v}$, and $N_c$ core electrons so tightly bound that $\alpha_c\to0$. Their pole $w_c=\sqrt{N_c/\alpha_c}$ then goes to infinity. In (9) the mixed term tends to $3\alpha_v\alpha_cw_v\to0$, and the core term is $\tfrac34\sqrt{N_c}\,\alpha_c^{3/2}\to0$. In this model the true coefficient is therefore $\tfrac34\sqrt{N_v}\,\alpha_v^{3/2}$. A single pole with all $N=N_v+N_c$ electrons gives instead

$$\frac34\sqrt N\,\alpha_v^{3/2}=\sqrt{\frac N{N_v}}\times\text{(true value)} .$$

In this model one valence and three core electrons would double the result. The factor counts only the core's share of the error: in a real atom the valence strength is itself spread over many transitions, which adds to it. For beryllium in time-dependent Hartree–Fock the pole with $N=4$ overshoots by a factor $1.64$, not $\sqrt2$, and the pole with $N_v=2$ still overshoots by $1.16$. The core contributes to the f-sum but hardly to the polarizability, and it drags the common pole upward. Using $N_v$ in place of $N$ cures this limit, but the bound is then no longer guaranteed, because the real core does contribute something.

The form $-C_6/R^6$ has its own limits. At short distance the clouds overlap, and exchange enters. Higher multipoles add terms that fall off faster than $R^{-6}$, beginning with $R^{-8}$, and these can matter even where the overlap is negligible. At long distance the field needs a time $R/c$ to cross the gap. This must be short compared with $1/w$, which with $c\approx137$ means $R$ well below about 300 bohr for hydrogen. As $R$ approaches and passes that range, the instantaneous coupling $V$ assumed in part (a) gradually fails, and the attraction becomes weaker than $C_6/R^6$: for hydrogen by about 2.5 percent at 100 bohr and 13 percent at 300 bohr.

The numerical output below gives the values to more digits.

## Computed values

```
Hydrogen atom; C6 in hartree bohr^6 unless stated
static polarizability alpha = 4.500000 bohr^3
f-sum N = 1.000000
u^2 alpha(iu) at u = 50 hartree, radial grid = 0.99958
pole frequency sqrt(N/alpha) = 0.47140 hartree
u (hartree), true alpha(iu), one-pole alpha (bohr^3), ratio pole/true
  0.00  4.50000  4.50000  1.0000
  0.25  3.31262  3.51220  1.0602
  0.50  1.90539  2.11765  1.1114
  1.00  0.74244  0.81818  1.1020
  2.00  0.22447  0.23684  1.0551
  5.00  0.03902  0.03965  1.0162
C6 one-pole estimate = 7.1595
C6 from coupled oscillators at R = 30 bohr = 7.1595
C6 reference, frequency integral = 6.49903
C6 reference, atom-pair second order = 6.49903
C6 reference with 12 instead of 20 functions = 6.49903
one-pole excess over reference = 10.16 percent
C6 one-pole estimate = 4.278 eV angstrom^6
C6 reference = 3.883 eV angstrom^6
lowest transition 1s-2p = 0.37500 hartree
C6 lower bound, pole at 1s-2p = 5.6953
ionization energy = 0.500 hartree
C6 with pole at ionization energy = 7.5937
its excess over reference = 16.84 percent
oscillator strength of 1s-2p = 0.41620
part of alpha from 1s-2p = 2.95962 bohr^3
share of alpha from 1s-2p = 65.8 percent
remaining strength = 0.58380
remaining alpha = 1.54038 bohr^3
pole frequency for the remainder = 0.61563 hartree
C6 with 2p line plus one pole = 6.7464
its excess over reference = 3.81 percent
```
